# Sherman function and skew-scattering spin Hall angle from phase shifts: test program

```python
"""
Skew scattering by a central potential with spin-orbit coupling.

H = p^2/2m + V(r) + (lam/hbar) (V'/r) sigma.L ,  lam = area (nm^2)
Amplitude: F = f + i h sigma.nu, nu = n x n'/sin(theta), n in, n' out.
Sherman function: S = 2 Im(f h*) / (|f|^2+|h|^2).
Result under test: the skew-scattering spin Hall angle
   (up minus down current along y)/(total current along x)
   = Sigma_sk / (2 sigma_s),
   Sigma_sk = int 2 Im(f h*) sin(theta) dOmega,
   sigma_s  = int [|f|^2(1-cos)+|h|^2+Re(f* h) sin(theta)] dOmega.
f and h come from phase shifts of j = l+1/2 and j = l-1/2.
Lengths are in nm and energies in eV.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legval, legder
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, expit

# ---- model parameters (rough values of the n-GaAs kind) ----
mass_ratio = 0.067
eps_r = 13.0
lam = -0.05            # nm^2
density = 1e-4         # nm^-3, equals 1e17 cm^-3
core = 0.5             # nm, smoothing length of the potential
temperature = 30.0     # K, for the thermal estimate
gap = 1.5              # eV, rough, for nonparabolicity estimate
cubic_splitting = 0.02  # eV nm^3, rough band spin splitting coefficient

h2m = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e18
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_r) * 1e9
k_f = (3 * np.pi**2 * density) ** (1 / 3)
e_f = h2m * k_f**2
kappa = np.sqrt(4 * np.pi * coulomb * 1.5 * density / e_f)
bohr = 2 * h2m / coulomb
X, WX = leggauss(64)


def potential(r, kap, b, strength=1.0):
    """Attractive screened Coulomb potential and V'/r."""
    e1, e2 = np.exp(-kap * r), np.exp(-r / b)
    c = strength * coulomb
    v = -c / r * (e1 - e2)
    dv = c / r**2 * (e1 - e2) + c / r * (kap * e1 - e2 / b)
    return v, dv / r


def phase_shifts(k, kap=kappa, b=core, so=lam, strength=1.0,
                 l_max=20, step=0.004, r_out=120.0):
    """Numerov on a logarithmic mesh; returns delta[branch, l, k]."""
    k = np.atleast_1d(np.asarray(k, float))
    l = np.arange(l_max + 1)[:, None]
    sl = np.stack([l, -(l + 1)]).astype(float)
    sl[1, 0] = 0.0     # l = 0 has only j = 1/2
    r_in = 1e-3
    n = int(round(np.log(r_out / r_in) / step))
    dx = np.log(r_out / r_in) / n
    r = r_in * np.exp(dx * np.arange(n + 1))
    v, dvr = potential(r, kap, b, strength)
    central = r**2 * v / h2m
    orbit = r**2 * so * dvr / h2m
    base = (l + 0.5) ** 2
    k2 = k**2

    def coefficient(i):
        return base + central[i] + orbit[i] * sl - r[i] ** 2 * k2

    d12 = dx**2 / 12
    w_old = 1 - d12 * coefficient(0)
    w = (1 - d12 * coefficient(1)) * np.exp((l + 0.5) * dx)
    i_match = n - int(round(0.08 / dx))
    for i in range(1, n + 1):
        q = coefficient(i)
        y = w / (1 - d12 * q)
        if i == i_match:
            y_match = y
        w_old, w = w, 2 * w - w_old + dx**2 * q * y
    r1, r2 = r[i_match], r[n]
    ratio = (y_match / np.sqrt(r1)) / (y / np.sqrt(r2))
    j1, j2 = spherical_jn(l, k * r1), spherical_jn(l, k * r2)
    n1, n2 = spherical_yn(l, k * r1), spherical_yn(l, k * r2)
    return np.arctan((j1 - ratio * j2) / (n1 - ratio * n2))


def coefficients(delta, k):
    """Legendre coefficients of f and of h/sin(theta) before d/dx."""
    a = (np.exp(2j * delta) - 1) / (2j * k)
    l = np.arange(delta.shape[1])
    return (l + 1) * a[0] + l * a[1], a[0] - a[1]


def amplitudes(delta, k, x):
    fl, bl = coefficients(delta, k)
    return legval(x, fl), legval(x, legder(bl))


def cross_sections(f, g, x=X, w=WX):
    """Total, transport, spin and skew cross sections; h = g sin."""
    s2 = 1 - x**2
    inten = abs(f) ** 2 + abs(g) ** 2 * s2
    total = 2 * np.pi * np.sum(w * inten)
    trans = 2 * np.pi * np.sum(w * inten * (1 - x))
    spin = 2 * np.pi * np.sum(w * (abs(f) ** 2 * (1 - x)
                              + abs(g) ** 2 * s2
                              + (np.conj(f) * g).real * s2))
    skew = 4 * np.pi * np.sum(w * (f * np.conj(g)).imag * s2)
    return total, trans, spin, skew


def hall_angle(k, **options):
    d = phase_shifts(k, **options)[:, :, 0]
    _, _, spin, skew = cross_sections(*amplitudes(d, k, X))
    return skew / (2 * spin)


def sp_estimate(d):
    """Low-energy limit from s and p waves only."""
    return (2 / 3 * np.sin(d[0, 1] - d[1, 1])
            * np.sin(d[0, 0] - d[0, 1] - d[1, 1]) / np.sin(d[0, 0]))


# ---- main calculation at the Fermi energy ----
delta = phase_shifts(k_f)[:, :, 0]
f, g = amplitudes(delta, k_f, X)
total, trans, spin, skew = cross_sections(f, g)
theta_sh = skew / (2 * spin)

# ---- test: phase shifts against the variable-phase equation ----


def variable_phase(l, factor):
    def slope(r, d):
        v, dvr = potential(r, kappa, core)
        u = (v + lam * factor * dvr) / h2m
        z = k_f * r
        wave = z * (spherical_jn(l, z) * np.cos(d)
                    - spherical_yn(l, z) * np.sin(d))
        return -u / k_f * wave**2
    sol = solve_ivp(slope, (0.005, 120.0), [0.0], method="DOP853",
                    rtol=1e-9, atol=1e-14)
    return sol.y[0, -1]


phase_s = variable_phase(0, 0)
phase_p = [variable_phase(1, 1), variable_phase(1, -2)]
phase_d = [variable_phase(2, 2), variable_phase(2, -3)]
assert abs(np.sin(phase_s - delta[0, 0])) < 1e-5
assert np.allclose(phase_p, delta[:, 1], atol=1e-5)
assert np.allclose(phase_d, delta[:, 2], atol=1e-5)
split_p = delta[0, 1] - delta[1, 1]
assert abs((phase_p[0] - phase_p[1]) / split_p - 1) < 2e-3

# ---- test: optical theorem and sum over neighbouring l ----
forward = amplitudes(delta, k_f, 1.0)[0]
assert abs(4 * np.pi / k_f * forward.imag / total - 1) < 1e-9


def skew_sum(d, k):
    fl, bl = coefficients(d, k)
    fl = np.append(fl, 0)
    s = 0
    for m in range(1, len(bl)):
        s += (np.conj(bl[m]) * m * (m + 1) / (2 * m + 1)
              * (fl[m - 1] / (2 * m - 1) - fl[m + 1] / (2 * m + 3)))
    return 8 * np.pi * s.imag


assert abs(skew_sum(delta, k_f) / skew - 1) < 1e-8

# ---- plane-wave Born amplitudes and the unitarity term ----


def born_f(x, k):
    q2 = 2 * k**2 * (1 - x)
    return coulomb / h2m * (1 / (q2 + kappa**2) - 1 / (q2 + core**-2))


def third_order(k, so):
    """Lowest-order skew and spin cross sections by quadrature."""
    mu, wm = leggauss(40)
    phi = 2 * np.pi * np.arange(48) / 48
    sn = np.sqrt(1 - mu**2)[:, None]
    mid = np.stack([sn * np.cos(phi), sn * np.sin(phi),
                    mu[:, None] + 0 * phi], axis=-1).reshape(-1, 3)
    wt = np.repeat(wm, 48) * 2 * np.pi / 48
    n_in = np.array([0.0, 0.0, 1.0])
    f2, h2 = [], []
    for x in X:
        n_out = np.array([np.sqrt(1 - x * x), 0.0, x])
        prod = born_f(mid @ n_out, k) * born_f(mid @ n_in, k) * wt
        u = -so * k**2 * np.cross(mid, n_out)
        v = -so * k**2 * np.cross(n_in, mid)
        f2.append(np.sum(prod * (1 - np.sum(u * v, axis=1))))
        h2.append(np.sum(prod * (u + v - np.cross(u, v))[:, 1]))
    f2 = k / (4 * np.pi) * np.array(f2)
    h2 = k / (4 * np.pi) * np.array(h2)
    f1 = born_f(X, k)
    g1 = -so * k**2 * f1
    sn = np.sqrt(1 - X**2)
    sk = 4 * np.pi * np.sum(WX * (f2 * g1 * sn - f1 * h2) * sn)
    _, tr1, sp1, sk1 = cross_sections(f1 + 0j, g1 + 0j)
    assert abs(sk1) < 1e-12 * tr1    # no skewness in first order
    return sk, sp1, tr1


weak, so_test = 0.01, -5.0
pair = [amplitudes(phase_shifts(k_f, so=so_test, strength=s)[:, :, 0],
                   k_f, X) for s in (weak, -weak)]
f_lin = (pair[0][0] - pair[1][0]) / (2 * weak)
g_lin = (pair[0][1] - pair[1][1]) / (2 * weak)
f_born = born_f(X, k_f)
g_born = -so_test * k_f**2 * f_born
assert np.max(abs(f_lin - f_born)) < 5e-3 * np.max(f_born)
assert np.max(abs(g_lin - g_born)) < 5e-3 * np.max(abs(g_born))
skew_pair = [cross_sections(*p)[3] for p in pair]
skew_cubic = (skew_pair[0] - skew_pair[1]) / (2 * weak**3)
skew_plane = third_order(k_f, so_test)[0]
assert abs(skew_cubic / skew_plane - 1) < 1e-2

# ---- test: full spin-matrix Boltzmann equation on directions ----
pauli = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)


def spin_matrix(d, k, n_out, n_in):
    x = np.clip(np.sum(n_out * n_in, axis=-1), -1, 1)
    ff, gg = amplitudes(d, k, x)
    cr = np.cross(n_in, n_out)
    return (ff[..., None, None] * pauli[0] + 1j * gg[..., None, None]
            * np.einsum("...i,ijk->...jk", cr, pauli[1:]))


strong = np.array([[0.9, 0.5, -0.3, 0.2], [0.9, -0.4, 0.35, 0.05]])
mu, wm = leggauss(6)
phi = 2 * np.pi * np.arange(11) / 11
sn = np.sqrt(1 - mu**2)[:, None]
dirs = np.stack([sn * np.cos(phi), sn * np.sin(phi),
                 mu[:, None] + 0 * phi], axis=-1).reshape(-1, 3)
wt = np.repeat(wm, 11) * 2 * np.pi / 11
nd = len(dirs)
shape = (nd, nd, 3)
F = spin_matrix(strong, 1.0, np.broadcast_to(dirs[:, None], shape),
                np.broadcast_to(dirs[None], shape))
kernel = 0.5 * np.einsum("mij,abjk,nkl,abil->abmn", pauli, F, pauli,
                         F.conj(), optimize=True).real
t_tot, t_tr, t_sp, t_sk = cross_sections(*amplitudes(strong, 1.0, X))
M = -(kernel * wt[None, :, None, None]).transpose(0, 2, 1, 3)
M[:, 0, :, 0] += wt[None, :]    # fixes the conserved carrier number
M = M.reshape(4 * nd, 4 * nd) + t_tot * np.eye(4 * nd)
source = np.zeros((nd, 4))
source[:, 0] = dirs[:, 0]
rho = np.linalg.solve(M, source.ravel()).reshape(nd, 4)
charge = 3 / (4 * np.pi) * np.sum(wt * dirs[:, 0] * rho[:, 0])
spin_y = 3 / (4 * np.pi) * np.sum(wt * dirs[:, 1] * rho[:, 3])
grid_angle = spin_y / charge
formula_angle = t_sk / (2 * t_sp)
assert abs(grid_angle - formula_angle) < 1e-9
assert abs(charge * (t_tr + t_sk**2 / (2 * t_sp)) - 1) < 1e-9

# ---- test: Sherman function as a left-right count of a beam ----
ang = 1.1
sides = np.array([[np.sin(ang), 0, np.cos(ang)],
                  [-np.sin(ang), 0, np.cos(ang)]])
beam = np.broadcast_to(np.array([0.0, 0.0, 1.0]), (2, 3))
up_y = np.array([1, 1j]) / np.sqrt(2)
count = np.sum(abs(spin_matrix(strong, 1.0, sides, beam) @ up_y) ** 2,
               axis=1)


def sherman(d, k, angle):
    ff, gg = amplitudes(d, k, np.cos(angle))
    hh = gg * np.sin(angle)
    inten = abs(ff) ** 2 + abs(hh) ** 2
    return 2 * (ff * np.conj(hh)).imag / inten, inten


asym = (count[0] - count[1]) / count.sum()
assert abs(asym - sherman(strong, 1.0, ang)[0]) < 1e-12

# ---- test: low-energy limit ----
k_low = 0.05 * k_f
d_low = phase_shifts(k_low)[:, :, 0]
low_full = hall_angle(k_low)
assert abs(low_full / sp_estimate(d_low) - 1) < 0.02

# ---- comparisons, convergence and neglected effects ----
sk3, sp1, tr1 = third_order(k_f, lam)
theta_lowest = sk3 / (2 * sp1)
theta_repulsive = hall_angle(k_f, strength=-1.0)
theta_double = hall_angle(k_f, so=2 * lam)
shift_step = hall_angle(k_f, step=0.002) / theta_sh - 1
shift_l = hall_angle(k_f, l_max=12) / theta_sh - 1
shift_r = hall_angle(k_f, r_out=160.0) / theta_sh - 1
assert max(abs(shift_step), abs(shift_l), abs(shift_r)) < 5e-3
theta_core = [hall_angle(k_f, b=b) for b in (0.25, 1.0)]


def friedel_charge(kap):
    d = phase_shifts(k_f, kap=kap)[:, :, 0].copy()
    d[:, 0] = np.mod(d[:, 0], np.pi)
    l = np.arange(d.shape[1])
    return np.sum((2 * l + 2) * d[0] + 2 * l * d[1]) / np.pi


charge_tf = friedel_charge(kappa)
kappa_fr = brentq(lambda q: friedel_charge(q) - 1, 0.7 * kappa,
                  1.8 * kappa, xtol=1e-6)
theta_friedel = hall_angle(k_f, kap=kappa_fr)

kt = const.k * temperature / const.e
s_max = np.sqrt(e_f + 14 * kt)
s_nodes, s_w = leggauss(48)
s_nodes, s_w = s_max * (s_nodes + 1) / 2, s_max * s_w / 2
energy = s_nodes**2
d_e = 2 * s_nodes * s_w


def filling(mu_c):
    occ = expit((mu_c - energy) / kt)
    return np.sum(d_e * s_nodes * occ) - 2 / 3 * e_f**1.5


mu_t = brentq(filling, -e_f, 2 * e_f)
occ = expit((mu_t - energy) / kt)
k_nodes = np.sqrt(energy / h2m)
d_nodes = phase_shifts(k_nodes)
top = bottom = 0.0
for i, k in enumerate(k_nodes):
    _, tr, sp, sk = cross_sections(*amplitudes(d_nodes[:, :, i], k, X))
    weight = d_e[i] * occ[i] * (1 - occ[i]) * k**2
    weight /= tr + sk**2 / (2 * sp)
    top += weight * sk / (2 * sp)
    bottom += weight
theta_thermal = top / bottom
assert np.isfinite(theta_thermal)

path = 1 / (density * trans)
mobility = const.e * path * 1e-9 / (const.hbar * k_f * 1e9) * 1e4
side_jump = 2 * abs(lam) * k_f / path
broadening = 2 * e_f / (k_f * path)
band_ratio = 2 * cubic_splitting * k_f**3 / broadening

# ---- printed numbers ----
print(f"mass {mass_ratio} m_e, permittivity {eps_r}, lambda {lam} nm^2")
print(f"density {density*1e21:.1e} cm^-3, core length {core} nm")
print(f"Fermi wave number {k_f:.4f} nm^-1, energy {e_f*1e3:.2f} meV")
print(f"screening length {1/kappa:.2f} nm, Bohr radius {bohr:.2f} nm")
print(f"delta l=0: {delta[0,0]:.5f} rad")
for l in (1, 2, 3):
    print(f"delta l={l}: j=l+1/2 {delta[0,l]:.6f}, "
          f"j=l-1/2 {delta[1,l]:.6f} rad")
print(f"p-wave splitting {split_p:.4e} rad")
print(f"same from variable-phase eq. {phase_p[0]-phase_p[1]:.4e} rad")
for deg in (30, 60, 90, 120, 150):
    s, inten = sherman(delta, k_f, np.radians(deg))
    print(f"angle {deg} deg: I {inten:.3f} nm^2/sr, S {s:.4e}")
fine = np.radians(np.linspace(1, 179, 1781))
s_fine = sherman(delta, k_f, fine)[0]
peak = np.argmax(abs(s_fine))
print(f"largest |S|: S {s_fine[peak]:.4e} at "
      f"{np.degrees(fine[peak]):.1f} deg")
print(f"total cross section {total:.2f} nm^2")
print(f"transport cross section {trans:.3f} nm^2")
print(f"spin cross section sigma_s {spin:.3f} nm^2")
print(f"skew cross section {skew:.4e} nm^2")
print(f"spin Hall angle {theta_sh:.4e} (= {theta_sh*100:.4f} percent)")
print(f"weak-coupling form gamma/2 {skew/(2*trans):.4e}")
print(f"s-p estimate at Fermi energy {sp_estimate(delta):.4e}")
print(f"lowest-order angle {theta_lowest:.4e}")
print(f"first Born transport cross section {tr1:.2f} nm^2")
print(f"repulsive centre, angle {theta_repulsive:.4e}")
print(f"angle ratio on doubling lambda {theta_double/theta_sh:.4f}")
print(f"mean free path {path:.2f} nm, mobility {mobility:.0f} cm2/Vs")
print(f"shift, half step {shift_step*100:.1e} percent")
print(f"shift, l cutoff 20 to 12 {shift_l*100:.1e} percent")
print(f"shift, outer radius 120 to 160 nm {shift_r*100:.1e} percent")
print(f"angle, core 0.25 nm {theta_core[0]:.4e}")
print(f"angle, core 1.0 nm {theta_core[1]:.4e}")
print(f"Friedel charge, Thomas-Fermi screening {charge_tf:.3f} e")
print(f"screening length for charge 1 e {1/kappa_fr:.2f} nm")
print(f"angle with that screening {theta_friedel:.4e}")
print(f"angle at {temperature:.0f} K {theta_thermal:.4e}, "
      f"kT/E_F {kt/e_f:.3f}")
print(f"multiple scattering 1/(k_F path) {1/(k_f*path):.3f}")
print(f"side-jump size 2|lambda|k_F/path {side_jump:.2e}")
print(f"band spin splitting / (hbar/tau) {band_ratio:.2e}")
print(f"nonparabolicity E_F/gap {e_f/gap:.2e}")
print(f"weak-V test: skew/V^3, phases {skew_cubic:.4f} nm^2")
print(f"weak-V test: skew/V^3, plane waves {skew_plane:.4f} nm^2")
print(f"strong-coupling test: grid angle {grid_angle:.6f}")
print(f"strong-coupling test: formula {formula_angle:.6f}")
print(f"strong-coupling test: gamma/2 {t_sk/(2*t_tr):.6f}")
print(f"low-energy test: full {low_full:.4e}, "
      f"s-p {sp_estimate(d_low):.4e}")
print("tests ok")
```

Printed output:

```
mass 0.067 m_e, permittivity 13.0, lambda -0.05 nm^2
density 1.0e+17 cm^-3, core length 0.5 nm
Fermi wave number 0.1436 nm^-1, energy 11.73 meV
screening length 7.49 nm, Bohr radius 10.27 nm
delta l=0: 0.70941 rad
delta l=1: j=l+1/2 0.179726, j=l-1/2 0.178931 rad
delta l=2: j=l+1/2 0.055197, j=l-1/2 0.055029 rad
delta l=3: j=l+1/2 0.018818, j=l-1/2 0.018768 rad
p-wave splitting 7.9565e-04 rad
same from variable-phase eq. 7.9565e-04 rad
angle 30 deg: I 77.441 nm^2/sr, S 2.4181e-04
angle 60 deg: I 31.493 nm^2/sr, S 6.8394e-04
angle 90 deg: I 15.291 nm^2/sr, S 1.1376e-03
angle 120 deg: I 9.558 nm^2/sr, S 1.2175e-03
angle 150 deg: I 7.379 nm^2/sr, S 7.8022e-04
largest |S|: S 1.2487e-03 at 109.9 deg
total cross section 327.90 nm^2
transport cross section 177.302 nm^2
spin cross section sigma_s 177.505 nm^2
skew cross section 1.5894e-01 nm^2
spin Hall angle 4.4772e-04 (= 0.0448 percent)
weak-coupling form gamma/2 4.4823e-04
s-p estimate at Fermi energy 2.7980e-04
lowest-order angle 3.0106e-04
first Born transport cross section 123.45 nm^2
repulsive centre, angle -2.0533e-04
angle ratio on doubling lambda 1.9977
mean free path 56.40 nm, mobility 5967 cm2/Vs
shift, half step 1.5e-05 percent
shift, l cutoff 20 to 12 -2.3e-08 percent
shift, outer radius 120 to 160 nm 1.8e-05 percent
angle, core 0.25 nm 4.5862e-04
angle, core 1.0 nm 4.1031e-04
Friedel charge, Thomas-Fermi screening 1.123 e
screening length for charge 1 e 7.05 nm
angle with that screening 4.2719e-04
angle at 30 K 5.1286e-04, kT/E_F 0.220
multiple scattering 1/(k_F path) 0.123
side-jump size 2|lambda|k_F/path 2.55e-04
band spin splitting / (hbar/tau) 4.09e-02
nonparabolicity E_F/gap 7.82e-03
weak-V test: skew/V^3, phases 7.8791 nm^2
weak-V test: skew/V^3, plane waves 7.8788 nm^2
strong-coupling test: grid angle 0.080091
strong-coupling test: formula 0.080091
strong-coupling test: gamma/2 0.070606
low-energy test: full 1.7663e-07, s-p 1.7650e-07
tests ok
```
